\section*{Metastable Phase-Boundary Extensions at Binary Invariants and Ternary Tie-Triangle Corners}

\section{A corner to accept or reject}

A free-energy minimization has produced an isothermal ternary section. At one corner of a three-phase triangle, one single-phase boundary, continued past the corner, points into the triangle; the other points outside. Should the section be accepted, or the minimization repeated with better starting points? The decision needs a rule that follows from the free energies alone.

One candidate rule, that metastable extensions enter two-phase fields, holds at a binary three-phase invariant. At a ternary corner it is one of two possibilities: both extensions enter two-phase fields, or both enter the three-phase triangle.

Pressure is fixed throughout. Each phase $i$ has a smooth molar free energy $g_i$, convex near the invariant with positive curvature in every composition direction. An \emph{extension} is the boundary obtained by continuing the equilibrium of two phases while a third, more stable phase is suppressed. In the binary examples molar energies are in J/mol and temperatures in K; in the ternary example energies are in units of $RT$.

\section{Simplest case: one binary curve, two tangents}

Let $x$ be the mole fraction of B. The tangent to $g_1$ at $x$, read at another composition $y$, is
\begin{equation}
L_1(y;x)=g_1(x)+g_1'(x)(y-x).
\end{equation}
Moving the contact point changes this reading by
\begin{equation}
\frac{\partial L_1}{\partial x}=g_1'+g_1''(y-x)-g_1'=g_1''(x)(y-x). \label{rise}
\end{equation}
By convexity this is positive for $y>x$: moving the contact towards $y$ raises the tangent at $y$.

Suppose phases $j$ and $k$ both lie at larger $x$ than phase 1. Let $1+j$ be stable, with contact $x_1^{(1j)}$ on curve 1. A stable common tangent supports all the free-energy curves from below, so the suppressed phase $k$ lies strictly above it. The metastable $1+k$ tangent must reach $g_k$ at some $y_k$:
\begin{equation}
L_1(y_k;x_1^{(1k)})=g_k(y_k)>L_1(y_k;x_1^{(1j)}).
\end{equation}
Since $L_1$ at fixed $y_k$ increases with the contact composition,
\begin{equation}
x_1^{(1k)}>x_1^{(1j)}. \label{order}
\end{equation}
The metastable boundary is on the two-phase side of the stable one. No expansion in temperature was used; the result holds as long as both contacts lie below $y_k$ and $g_1$ is convex between them.

\section{Adding temperature: the binary invariant}

At $T_0$ let three phases coexist, numbered so that $x_1<x_2<x_3$. To see where phase 2 is stable, compare it with the $1$--$3$ common tangent. At fixed $y$ this line has the value
\begin{equation}
L_{13}=(1-f)g_1(x_1)+f g_3(x_3),\qquad f=\frac{y-x_1}{x_3-x_1}.
\end{equation}
With $m=(g_3-g_1)/(x_3-x_1)$ for its slope,
\begin{equation}
\frac{\partial L_{13}}{\partial x_1}=(1-f)(g_1'-m)=0,\qquad
\frac{\partial L_{13}}{\partial x_3}=f(g_3'-m)=0,
\end{equation}
because the line is tangent to both curves. Only the explicit temperature dependence survives. Write $s_i=-(\partial g_i/\partial T)_x$. The smallest height $D$ of $g_2$ above the line is also stationary in $y$, so at $T_0$, where $y=x_2$,
\begin{equation}
\frac{dD}{dT}=-\Delta S,\qquad
\Delta S=s_2-(1-f)s_1-f s_3. \label{ds}
\end{equation}
This $\Delta S$ is the entropy of forming one mole of phase 2 from phases 1 and 3. If $\Delta S>0$, phase 2 is stable above $T_0$, as for a eutectic liquid. If $\Delta S<0$, it is stable below, as for a peritectic solid.

On the side where phase 2 is stable, the two-phase fields are $1+2$ and $2+3$; on the other side there is only $1+3$. All six extensions can now be placed.

\begin{itemize}
\item The $1/(1+2)$ boundary, extended to the side without phase 2, satisfies $x_1^{(12)}>x_1^{(13)}$ by \eqref{order}. It enters $1+3$.
\item The $1/(1+3)$ boundary, extended to the other side, satisfies $x_1^{(13)}>x_1^{(12)}$. It enters $1+2$.
\item Reversing the composition axis gives the same result for phase 3: its extensions enter $1+3$ and $2+3$.
\item The two boundaries of phase 2 extend from $x_2$, which lies between $x_1$ and $x_3$. They enter $1+3$.
\end{itemize}
Near $T_0$, continuity keeps each extension short of the far edge of its field.

\subsection{How large is the kink?}

For phase 1 in equilibrium with $j=2$ or $3$,
\begin{equation}
g_1'=g_j'=m,\qquad g_j-g_1=m(x_j-x_1).
\end{equation}
Differentiating the second condition along the coexistence line gives
\begin{equation}
m\,dx_j-s_jdT-m\,dx_1+s_1dT
=m(dx_j-dx_1)+(x_j-x_1)dm.
\end{equation}
The terms in $m$ cancel, leaving $(x_j-x_1)dm=-(s_j-s_1)dT$. Also $m=g_1'(x_1,T)$, so $dm=g_1''dx_1-s_1'dT$, with $s_1'=\partial s_1/\partial x$. Therefore
\begin{equation}
\frac{dx_1^{(1j)}}{dT}=\frac1{g_1''}
\left[s_1'-\frac{s_j-s_1}{x_j-x_1}\right].
\end{equation}
Subtracting the case $j=2$ from $j=3$ removes $s_1'$. At $y=x_2$, \eqref{ds} reads $\Delta S=(s_2-s_1)-f(s_3-s_1)$ with $f=(x_2-x_1)/(x_3-x_1)$. Hence
\begin{equation}
\frac{dx_1^{(13)}}{dT}-\frac{dx_1^{(12)}}{dT}
=\frac{\Delta S}{g_1''(x_2-x_1)}. \label{kink1}
\end{equation}
Reversing the composition axis changes the sign of the slopes and turns $x_2-x_1$ into $x_3-x_2$:
\begin{equation}
\frac{dx_3^{(13)}}{dT}-\frac{dx_3^{(23)}}{dT}
=-\frac{\Delta S}{g_3''(x_3-x_2)}. \label{kink3}
\end{equation}

The 180 degree rule follows. Put $\tau=T-T_0$ and let $r_{12},r_{13}$ be the two slopes for phase 1. For either sign of $\Delta S$, \eqref{kink1} makes the single-phase field, to first order,
\begin{equation}
x-x_1<\min(r_{12}\tau,r_{13}\tau).
\end{equation}
For $\Delta S>0$, for example, $r_{13}>r_{12}$, so the minimum selects $r_{12}$ above $T_0$ and $r_{13}$ below, as it should. The field is the intersection of two half-planes with different edges, so its angle is below 180 degrees. Phase 3 follows by reflection. Phase 2 occupies a wedge on one side of the horizontal line $T=T_0$, which also has an angle below 180 degrees.

\subsection{Limits and numbers}

As $\Delta S\to0$ the first-order kink vanishes. If $\Delta S=0$ and $D$ is quadratic in $T-T_0$, phase 2 is stable on both sides of $T_0$ or on neither, and the construction above does not apply. A dilute phase 1 is a different limit. With $g_1''\simeq RT/x_1$ and $x_1\ll x_2$, the kink is approximately $x_1\Delta S/(RTx_2)$. It vanishes in absolute composition but not relative to $x_1$, so a plot may show a straight boundary where an enlarged one shows a corner.

For a finite test, take ideal solutions. Relative to the liquid end members, a solid has the additional free energy
\begin{equation}
S_f[(1-x)(T-T_A)+x(T-T_B)],\quad S_f=10\ \mathrm{J/(mol\,K)}.
\end{equation}
For the eutectic, $(T_A,T_B)$ is $(1000,400)$ K in $\alpha$ and $(300,900)$ K in $\beta$. Phases 1, 2, 3 are $\alpha$, liquid and $\beta$. They meet at 720.12 K with $x_B=0.3457$, 0.5900 and 0.7967. With $\Delta S=10.897$ J/(mol K) and $g_1''=26472$ J/mol,
\begin{equation}
\frac{10.897}{26472(0.5900-0.3457)}
=1.685\times10^{-3}\ \mathrm{K^{-1}},
\end{equation}
in agreement with the slopes obtained from the common tangents. Ten kelvin below the invariant this predicts a separation of 0.0168. The computed extension is at 0.3596 and the stable $\alpha$ limit at 0.3426, a separation of 0.0170.

For a peritectic, $(T_A,T_B)$ is $(1200,300)$ K in $\alpha$ and $(900,600)$ K in $\beta$. The order is now $\alpha$, $\beta$, liquid, and $T_0=694.62$ K. Here $\Delta S=-6.450$ J/(mol K), and the kink of phase 1 is $-1.028\times10^{-3}$ K$^{-1}$. Ten kelvin above $T_0$, where $\beta$ is absent, the extended $\alpha$ boundary is at 0.3747, inside the $\alpha+$liquid field from 0.3645 to 0.7272. The sign of $\Delta S$ has changed, but not the rule. Direct minimization of the total free energy confirmed the field entered by each of the six extensions at both invariants.

\section{Two composition variables}

Fix $T$ as well, and write $\mathbf x=(x_B,x_C)$, with $x_A=1-x_B-x_C$. A tangent plane has a slope vector $\mathbf p$. Its intercept at pure A is
\begin{equation}
\varphi_i(\mathbf p)=\min_{\mathbf x}[g_i(\mathbf x)-\mathbf p\cdot\mathbf x].
\end{equation}
At the minimum $\nabla g_i=\mathbf p$. The first-order change of $\mathbf x$ then drops out of $d\varphi_i$, and
\begin{equation}
d\varphi_i=-\mathbf x_i\cdot d\mathbf p,\qquad
d\mathbf p=H_i\,d\mathbf x_i, \label{legendre}
\end{equation}
where $H_i$ is the Hessian of $g_i$. The highest plane of slope $\mathbf p$ that lies below all the surfaces has intercept $\min_i\varphi_i$. The phase with the lowest $\varphi_i$ is therefore stable, and equal lowest values mean coexistence.

Consider the $\alpha$ corner of a nondegenerate tie triangle. Let $H=H_\alpha$ and
\begin{equation}
\mathbf a=\mathbf x_\beta-\mathbf x_\alpha,\qquad
\mathbf b=\mathbf x_\gamma-\mathbf x_\alpha.
\end{equation}
At the corner all three intercepts are equal. Nearby, \eqref{legendre} gives
\begin{equation}
\varphi_\beta-\varphi_\alpha=-\mathbf a^TH\,d\mathbf x,\qquad
\varphi_\gamma-\varphi_\alpha=-\mathbf b^TH\,d\mathbf x \label{drive}
\end{equation}
to first order. The $\alpha$ field is the cone where both differences are nonnegative. Its boundaries have tangents obeying
\begin{equation}
\mathbf a^TH\mathbf t_\beta=0,\qquad
\mathbf b^TH\mathbf t_\gamma=0. \label{perp}
\end{equation}
Each boundary is perpendicular to its own tie line when lengths and angles are measured with $H$. The positive curvature assumed at the start makes $H$ positive definite, so this is a genuine geometry.

The stable part of the $\alpha/\beta$ boundary has $\varphi_\gamma>\varphi_\alpha$. On its extension the sign in \eqref{drive} reverses, so $\varphi_\gamma<\varphi_\alpha$: the suppressed phase $\gamma$ is more stable than the metastable pair. An extension therefore cannot enter the $\alpha$ field.

\subsection{Which field is entered?}

The linear map $\mathbf y=H^{1/2}\mathbf x$ turns the $H$-metric into the ordinary one. It preserves straight lines and the order of rays around a point. Put $\mathbf a$ at angle 0 and $\mathbf b$ at $\theta$, with $0<\theta<180^\circ$. Perpendicularity and the signs in \eqref{drive} place the stable $\alpha/\beta$ boundary at $-90^\circ$ and the stable $\alpha/\gamma$ boundary at $\theta+90^\circ$. Near the corner, tie lines leaving these boundaries fill the two-phase cones. Going round the corner:
\begin{align}
\alpha+\beta&:\ -90^\circ\ \text{to}\ 0, &
\alpha+\beta+\gamma&:\ 0\ \text{to}\ \theta,\\
\alpha+\gamma&:\ \theta\ \text{to}\ \theta+90^\circ, &
\alpha&:\ \theta+90^\circ\ \text{to}\ 270^\circ.
\end{align}
The extensions point in the opposite directions, $90^\circ$ for $\alpha/\beta$ and $\theta-90^\circ$ for $\alpha/\gamma$. Reading off their positions gives
\begin{equation}
\begin{array}{ll}
\mathbf a^TH\mathbf b>0\ (\theta<90^\circ):&\text{both outside the triangle},\\
\mathbf a^TH\mathbf b<0\ (\theta>90^\circ):&\text{both inside the triangle}.
\end{array}\label{rule}
\end{equation}
In the first case the $\alpha/\beta$ extension enters $\alpha+\gamma$, and the $\alpha/\gamma$ extension enters $\alpha+\beta$. The two alternatives in \eqref{rule} together form Schreinemakers' rule at the corner. The $\alpha$ field spans $180^\circ-\theta$ in the $H$-metric. It remains an intersection of two half-planes on paper, so its angle there is also below 180 degrees.

An algebraic check shows why one extension cannot be inside and the other outside. Write the $\alpha/\beta$ extension as $\mathbf t=\lambda\mathbf a+\mu\mathbf b$. Equation \eqref{perp} gives
\begin{equation}
\lambda=-\mu\frac{\mathbf a^TH\mathbf b}{\mathbf a^TH\mathbf a}.
\end{equation}
On the extension $\mathbf b^TH\mathbf t>0$, that is,
\begin{equation}
\mu\left[\mathbf b^TH\mathbf b-
\frac{(\mathbf a^TH\mathbf b)^2}{\mathbf a^TH\mathbf a}\right]>0.
\end{equation}
The bracket is positive by the Cauchy--Schwarz inequality, hence $\mu>0$. The direction lies inside the triangle if $\lambda>0$, which requires $\mathbf a^TH\mathbf b<0$. Exchanging $\beta$ and $\gamma$ replaces this number by $\mathbf b^TH\mathbf a$, which is the same because a Hessian is symmetric.

\section{Limits of the ternary criterion}

For an ideal $\alpha$ solution, denote the corner mole fractions by $\alpha_i,\beta_i,\gamma_i$, with $i=A,B,C$. Since the components of $\mathbf a$ and of $\mathbf b$, including A, each sum to zero,
\begin{align}
\frac{\mathbf a^TH\mathbf b}{RT}
&=\sum_i\frac{(\beta_i-\alpha_i)(\gamma_i-\alpha_i)}{\alpha_i}\nonumber\\
&=\sum_i\frac{\beta_i\gamma_i}{\alpha_i}
-\sum_i\beta_i-\sum_i\gamma_i+\sum_i\alpha_i
=\sum_i\frac{\beta_i\gamma_i}{\alpha_i}-1. \label{ideal}
\end{align}
If $\beta$ and $\gamma$ approach pure B and pure C while $\alpha$ stays fixed, the last sum tends to zero and both extensions are inside. This does not carry over to three terminal solutions, where $\alpha$ is itself nearly pure A and the ratios $\gamma_B/\alpha_B$ and $\beta_C/\alpha_C$ decide. If each phase contains 0.98 of its own component and 0.01 of the other two, \eqref{ideal} gives $+0.960$: both extensions are outside, with $\theta=89.4^\circ$. If $\alpha$ becomes dilute in B while $\beta$ and $\gamma$ both retain finite B contents, the B term diverges and both are outside. At equiatomic $\alpha$, the first sum is proportional to the ordinary scalar product in an equilateral composition triangle. There, the angle on paper decides. In general it does not.

\section{One triangle, both outcomes}

Let the corner compositions $(x_A,x_B,x_C)$ be
\begin{align}
\alpha&:(0.70,0.18,0.12),\quad
\beta:(0.20,0.70,0.10),\nonumber\\
\gamma&:(0.15,0.10,0.75).
\end{align}
Phases $\beta$ and $\gamma$ are ideal; $\alpha$ also has a mean-field interaction $wx_Bx_C$, with $w$ in units of $RT$. Terms linear in composition are chosen so that the phases coexist at these corners for each $w$. They do not affect $H$.

Here $\mathbf a=(0.52,-0.02)$ and $\mathbf b=(-0.08,0.63)$. The ideal part follows from \eqref{ideal}:
\begin{equation}
\frac{0.20(0.15)}{0.70}+\frac{0.70(0.10)}{0.18}
+\frac{0.10(0.75)}{0.12}-1=0.0567.
\end{equation}
The interaction adds $w$ to the off-diagonal elements of $H/RT$, contributing
\begin{equation}
w[0.52(0.63)+(-0.02)(-0.08)]=0.3292\,w.
\end{equation}
Thus $\mathbf a^TH\mathbf b/RT=0.0567+0.3292w$. It changes sign at $w=-0.172$.

For $w=+1.5$ its value is $+0.5505$ and $\theta=77.7^\circ$. Following the $\alpha/\beta$ extension a nominal distance of 0.005 leads to $(x_B,x_C)=(0.17824,0.12477)$, where minimization finds $\alpha+\gamma$. The other extension leads to $\alpha+\beta$. For $w=-1.5$ the value is $-0.4371$ and $\theta=99.2^\circ$; both extensions now lead to $\alpha+\beta+\gamma$.

The triangle has not moved, and its angle at $\alpha$ on paper is $68.6^\circ$ in both cases. The change lies in the boundaries: the angle of the $\alpha$ field on paper falls from $93.5^\circ$ to $52.3^\circ$. Repulsion between B and C favours the outside case here, and attraction the inside case, because the coefficient 0.3292 is positive for this triangle.

The criterion also passed on ten random triangles, five of each kind, with interactions in all three phases. Nearly perpendicular cases were left out, since there a fixed finite step may be too long to show the first-order result. Triangles with a corner near an edge of the composition triangle, with a short side, or with $\theta$ near 0 or $180^\circ$ were also excluded.

\section{Deciding about the suspect corner}

One extension inside and one outside contradicts \eqref{rule} when both directions are clearly resolved. Such a section should be recomputed: an unconverged tie line or inconsistent derivatives could each produce the contradiction. A phase left out of the whole calculation could not, because the rule follows from the free energies of the three coexisting phases alone, even if a fourth would be more stable. Passing the test therefore does not show that every stable phase was included. Before rejecting a section, evaluate $\mathbf a^TH\mathbf b$. If its magnitude is small compared with $\sqrt{(\mathbf a^TH\mathbf a)(\mathbf b^TH\mathbf b)}$, so that $\theta$ is close to $90^\circ$, the extensions nearly follow the triangle sides, and boundary curvature can decide the field entered at a finite distance. The boundaries should then be followed closer to the corner. The same applies, whatever the value of $\theta$, when the distance followed is comparable with a side of the triangle: an extension that starts inside can then leave through the far side.

The rule concerns isothermal, isobaric sections, whose tie lines lie in the plane of the drawing. The proof does not cover vertical sections of a ternary diagram, whose tie lines generally leave the plane. It also requires the Hessian of the corner phase to be positive definite at the corner. If $H$ has a negative eigenvalue there, the Cauchy--Schwarz step fails and one extension can lie inside with the other outside; such a corner is unstable, which is a further reason to repeat the minimization. A spinodal met farther along an extension does not change the directions there. In a binary diagram, \eqref{kink1} is singular when $x_1=x_2$ away from the pure components and the two phases differ in entropy; that case needs separate treatment.

\section*{Numbers as computed}
\begin{verbatim}
BINARY: ideal solutions, 10 J/(mol K) entropy of fusion
melting points (A, B) in K, metastable ones included:
  eutectic alpha (1000.0, 400.0), beta (300.0, 900.0)
  peritectic alpha (1200.0, 300.0), beta (900.0, 600.0)
EUTECTIC: phases 1,2,3 = alpha, liquid, beta
  invariant temperature = 720.12 K
  x_B of phases 1,2,3 = 0.3457 0.5900 0.7967
  reaction entropy dS = 10.897 J/(mol K)
  g1'', g3'' = 26472, 36971 J/mol
  kink phase 1: tangents 1.6848e-03, law 1.6848e-03 1/K
  kink phase 3: tangents -1.4256e-03, law -1.4256e-03 1/K
  at 710.12 K, stable 1+3 limits: x_B = 0.3426, 0.7991
    extended 12 and 23 boundaries: x_B = 0.3596 0.6081 0.5690 0.7848
  at 730.12 K, stable 12 and 23 boundaries: x_B = 0.3319 0.5717 0.6112 0.8086
    extended 13 boundaries: x_B = 0.3486, 0.7944
PERITECTIC: phases 1,2,3 = alpha, beta, liquid
  invariant temperature = 694.62 K
  x_B of phases 1,2,3 = 0.3730 0.6270 0.7386
  reaction entropy dS = -6.450 J/(mol K)
  g1'', g3'' = 24695, 29916 J/mol
  kink phase 1: tangents -1.0282e-03, law -1.0282e-03 1/K
  kink phase 3: tangents 1.9317e-03, law 1.9317e-03 1/K
  at 704.62 K, stable 1+3 limits: x_B = 0.3645, 0.7272
    extended 12 and 23 boundaries: x_B = 0.3747 0.6253 0.5919 0.7076
  at 684.62 K, stable 12 and 23 boundaries: x_B = 0.3712 0.6288 0.6628 0.7690
    extended 13 boundaries: x_B = 0.3816, 0.7499
TERNARY: energies in RT; beta and gamma are ideal solutions
  alpha corner: x_A, x_B, x_C = 0.70, 0.18, 0.12
  beta corner: x_A, x_B, x_C = 0.20, 0.70, 0.10
  gamma corner: x_A, x_B, x_C = 0.15, 0.10, 0.75
  triangle angle at alpha on paper = 68.64 deg
  nominal extension length in (x_B, x_C) = 0.005
interaction w = +1.5 RT in alpha
  H_BB, H_BC, H_CC = 6.9841, 2.9286, 9.7619 RT
  a.H.b = +0.5505 RT, H-angle theta = 77.66 deg
  alpha field angle on paper = 93.49 deg
  alpha/beta extension at x_B, x_C = 0.17824, 0.12477: alpha+gamma
  alpha/gamma extension at x_B, x_C = 0.18494, 0.11893: alpha+beta
interaction w = -1.5 RT in alpha
  H_BB, H_BC, H_CC = 6.9841, -0.0714, 9.7619 RT
  a.H.b = -0.4371 RT, H-angle theta = 99.22 deg
  alpha field angle on paper = 52.30 deg
  alpha/beta extension at x_B, x_C = 0.18032, 0.12508: alpha+beta+gamma
  alpha/gamma extension at x_B, x_C = 0.18503, 0.12049: alpha+beta+gamma
switching value of w (a.H.b = 0) = -0.1724 RT
random triangles passed: 5 outside, 5 inside
\end{verbatim}
